# Edge Pressure Singularity of a Flat Wafer with a Coplanar Ring

## What fails without the edge law

A contact calculation for a flat wafer on an elastic pad does not converge at the wafer edge. If the pressure there behaves as $K/\sqrt{2\pi y}$, with $y$ the distance inward from the edge, the mean over a first mesh cell of width $b$ is

$$\frac1b\int_0^b\frac{K\,dy}{\sqrt{2\pi y}}=K\sqrt{\frac{2}{\pi b}} ,$$

which grows without limit as the mesh is refined. A removal model fed with this number predicts whatever edge loss the mesh dictates. The load on a band of fixed width does converge, but the number that describes the spike itself is the edge strength $K$. It is derived here for a wafer alone, for a coplanar retaining ring, and for a ring pressed harder or more lightly than the wafer.

## Model and conventions

The pad has Young modulus $E$, Poisson ratio $\nu<1/2$ and thickness $h$. It is linear elastic and bonded to a rigid platen. Wafer and ring are rigid, flat, sharp-edged and frictionless. The wafer radius and ring width greatly exceed the distance over which the edge disturbs the pressure, so each edge is treated in plane strain. That distance, taken where the pressure comes within 1% of its far value, is about $h$ for $\nu=0.2$ but grows as the pad nears incompressibility: about $4h$, $7h$ and $17h$ for $\nu=0.4$, 0.45 and 0.49. Pressure $p$ is positive in compression, surface depth $u$ is positive into the pad, and $p_0$ is the pressure far inside the wafer. The gap $g$ runs from flat contact to flat contact, so it includes any bevel. Define

$$E^*=\frac{E}{1-\nu^2},\qquad M=\frac{E(1-\nu)}{(1+\nu)(1-2\nu)},\qquad \Lambda=\frac{E^*}{M}=\frac{1-2\nu}{(1-\nu)^2}.$$

Far inside the wafer the bonded pad cannot strain sideways. Its stiffness is then the confined modulus $M$, and its depth is $d=p_0h/M$.

## Surface response

Within distances much smaller than $h$ from an edge, the pad acts as a half-plane. Let $z$ point into it and apply the pressure $p\cos kx$. The Airy function $(p/k^2)(1+kz)e^{-kz}\cos kx$ gives zero surface shear and

$$\sigma_{zz}=-p(1+kz)e^{-kz}\cos kx,\qquad \sigma_{xx}=-p(1-kz)e^{-kz}\cos kx .$$

In plane strain $\varepsilon_{zz}=[\sigma_{zz}-\nu\sigma_{xx}/(1-\nu)]/E^*$. The surface depth is $-\int_0^\infty\varepsilon_{zz}dz$. The $\sigma_{xx}$ part integrates to zero and the $\sigma_{zz}$ part gives $u=2p\cos kx/(E^*k)$, with slope $-(2p/E^*)\sin kx$. Since $\frac1\pi\,\mathrm{PV}\!\int\cos ks\,ds/(x-s)=\sin kx$, superposition gives

$$u'(x)=-\frac{2}{\pi E^*}\,\mathrm{PV}\!\int\frac{p(s)}{x-s}\,ds. \tag{1}$$

For gaps comparable with $h$ the platen matters, and the response becomes $u=2L(kh)p/(E^*k)$. To find $L$, measure $z$ upward from the platen and put $u_x=U\sin kx$, $u_z=W\cos kx$ and $r=1/(1-2\nu)$. Equilibrium reads

$$U''=(r+1)k^2U+rkW',\qquad (r+1)W''=k^2W-rkU'.$$

With $\tau=kz$ and $\kappa=3-4\nu$, the solutions that vanish at the base are

$$U=A(\kappa\sinh\tau+\tau\cosh\tau)+B\tau\sinh\tau,\qquad W=-A\tau\sinh\tau+B(\kappa\sinh\tau-\tau\cosh\tau).$$

At the top $\tau=t=kh$. Zero shear there means $U'=kW$, which is met by

$$A=m[(\kappa-1)\sinh t-2t\cosh t],\qquad B=m[(\kappa+1)\cosh t+2t\sinh t].$$

Let $G=E^*(\kappa+1)/8$ be the shear modulus. The normal stress at the top then gives $-p/(Gk)=m(2\kappa\cosh2t+1+\kappa^2+4t^2)$, and the displacement is $W=\frac12m(\kappa+1)(\kappa\sinh2t-2t)$. The depth is $-W$. Eliminating $m$ and comparing with $2Lp/(E^*k)$ gives

$$L(t)=\frac{2\kappa\sinh2t-4t}{2\kappa\cosh2t+1+\kappa^2+4t^2},\qquad \kappa=3-4\nu .$$

For $\nu=0.2$, direct integration of the two equations at $kh=0.05$, 0.3, 1, 3 and 6 agreed with this form to a relative $10^{-6}$. For small $t$, $L\to\Lambda t/2$, which returns $u=ph/M$. For large $t$, $L\to1$, the half-plane.

## Why the exponent is one half

Let contact occupy $x>0$ and try $p\propto s^{-\alpha}$ with $0<\alpha<1$, so that the pressure diverges but the load is finite. The wafer is flat, so the integral in (1) must vanish to leading order. Put $s=xe^v$ and fold negative $v$ onto positive $v$:

$$\mathrm{PV}\!\int_0^\infty\frac{s^{-\alpha}ds}{s-x}=x^{-\alpha}\int_0^\infty\frac{e^{(1-\alpha)v}-e^{\alpha v}}{e^v-1}\,dv. \tag{2}$$

The integrand on the right has one sign unless $\alpha=1/2$, when it vanishes. Hence

$$p=\frac{K}{\sqrt{2\pi y}}.$$

A boundary-element solution with no singularity built in gave the exponent $-0.495$.

Outside the contact, at $x=-y$, equation (1) gives

$$u'=\frac{2}{\pi E^*}\frac{K}{\sqrt{2\pi}}\int_0^\infty\frac{ds}{\sqrt s\,(s+y)}=\frac{2K}{E^*\sqrt{2\pi y}},$$

because the integral is $\pi/\sqrt y$. Integrating outward from the edge, the pad surface stands above the wafer plane by

$$v(y)=\frac{4K}{E^*}\sqrt{\frac{y}{2\pi}} .$$

## Strength without a ring

Advance the contact edge by $\Delta$ at fixed wafer depth. A point at distance $s$ inside the new edge was at distance $\Delta-s$ outside the old one. It is pushed down by $v(\Delta-s)$ while its pressure rises linearly from zero to $p(s)$. The work is

$$\frac12\int_0^\Delta p(s)v(\Delta-s)ds=\frac{K^2}{\pi E^*}\int_0^\Delta\sqrt{\frac{\Delta-s}{s}}\,ds=\frac{K^2\Delta}{2E^*}, \tag{3}$$

where the last integral is $\pi\Delta/2$, by $s=\Delta\sin^2a$.

The advance shifts the whole edge field sideways. The net change is a length $\Delta$ of uniformly compressed pad in place of unstressed pad. The stored energy therefore rises by $\frac12p_0d\,\Delta=p_0^2h\Delta/(2M)$. Nothing else does work: the platen is fixed and the rest of the wafer stays at its depth without friction. Equating this to (3),

$$K_f=p_0\sqrt{\Lambda h}. \tag{4}$$

The modulus cancels, so at fixed $p_0$ a softer pad of the same $\nu$ and $h$ has the same $K_f$. The argument fails at $\nu=1/2$, where $M$ is infinite and uniform pressure produces no depth. It also fails when the edge-disturbed distance given above is comparable with the wafer radius, since no uniform interior then exists.

## Coplanar ring

Coplanar surfaces have equal depth. Far from the gap, wafer and ring therefore carry the same pressure $p_0$.

**Narrow gap.** Let $g\ll h$, $c=g/2$, and measure $x$ from the gap centre. Consider

$$F(z)=p_0\left[\frac{z}{\sqrt{z^2-c^2}}-1\right],$$

with $z$ now a complex variable and the root behaving as $z$ at infinity. $F$ is analytic in the upper half-plane and decays as $z^{-2}$. On the real axis with $|x|>c$ it is real. For $|x|<c$ the root is $i\sqrt{c^2-x^2}$, so $\mathrm{Re}\,F=-p_0$ and $\mathrm{Im}\,F=-p_0x/\sqrt{c^2-x^2}$. Thus $\mathrm{Re}\,F=p-p_0$ for the pressure

$$p=\frac{p_0|x|}{\sqrt{x^2-c^2}}\quad(|x|>c),\qquad p=0\quad(|x|<c). \tag{5}$$

Closing the contour in the upper half-plane gives $\mathrm{PV}\!\int F(s)ds/(s-x)=i\pi F(x)$. Its real part, put into (1), is $u'=-(2/E^*)\,\mathrm{Im}\,F$, because the uniform part $p_0$ causes no slope. The slope vanishes under both flats. Integrating across the gap gives the uplift

$$v(x)=\frac{2p_0}{E^*}\sqrt{c^2-x^2},$$

which is zero at both edges, so the flats are coplanar. At $x=c+y$ with $y\ll c$, (5) becomes $p_0\sqrt{c/(2y)}$, and therefore

$$K_c=p_0S,\qquad S\to\sqrt{\pi g/2}. \tag{6}$$

The ring keeps the exponent and replaces the pad thickness by the gap as the length that sets the strength.

**Any gap.** For $g\gg h$ the edges no longer interact and $S\to\sqrt{\Lambda h}$. Between the limits, $S$ follows from requiring constant depth under both flats with the kernel $\frac{2}{\pi E^*}\int_0^\infty L(kh)\cos(kx)\,dk/k$. Chebyshev polynomials divided by $\sqrt{1-t^2}$ are a suitable basis, with $t=\pm1$ at the ends of each flat. For $\nu=0.2$:

| $g/h$ | $S/\sqrt h$ | from (6) | $K_c/K_f$ |
|---|---|---|---|
| 0.05 | 0.280 | 0.280 | 0.289 |
| 0.25 | 0.613 | 0.627 | 0.633 |
| 0.50 | 0.814 | 0.886 | 0.841 |
| 1.00 | 0.957 | 1.253 | 0.989 |
| 2.00 | 0.972 | 1.772 | 1.004 |

At $g=h$ the ring lowers the strength by about 1%. At $g=2h$ it raises it by 0.4%, so a coplanar ring is not a remedy at every gap. These ratios hold for $\nu=0.2$ only. As $\nu$ rises, $K_f$ falls with $\Lambda$ while the narrow-gap strength (6) does not, so in that limit the ring helps only if $\pi g/2<\Lambda h$. At $g=h/4$ the ratio $K_c/K_f$ is 0.68, 0.81, 1.04 and 2.06 for $\nu=0.3$, 0.4, 0.45 and 0.49, and at $g=h$ it is 1.02, 1.13, 1.30 and 1.90. On a nearly incompressible pad a coplanar ring can therefore strengthen the edge spike.

**Load carried at the edge.** Elastic reciprocity compares the gap state with uniform compression at $p_0$ and $d$. Take a length $\ell$ of pad surface containing the gap, with ends far enough away that the two states agree there. If $P$ is the contact load and $V$ the bulge area in the gap, $Pd=p_0(\ell d-V)$. The contact length is $\ell-g$, so each edge carries an excess load

$$\tfrac12[P-p_0(\ell-g)]=\tfrac12p_0\left(g-\frac Vd\right)\simeq p_0\left(c-\frac{\pi c^2}{2\Lambda h}\right).$$

The last form uses the narrow-gap area $V=\pi c^2p_0/E^*$.

## Ring at a different pressure

Let the ring's far pressure be $p_r$. By linearity and mirror symmetry,

$$K_w=k_1p_0+k_2p_r,\qquad K_r=k_1p_r+k_2p_0$$

at the wafer and ring edges. Equal pressures give $k_1+k_2=S$. Now shift the gap by $\Delta$ toward the ring, at fixed depths. The wafer gains contact and the ring loses it, so (3) and the stored energies give

$$K_w^2-K_r^2=\Lambda h(p_0^2-p_r^2).$$

The left side is $(k_1^2-k_2^2)(p_0^2-p_r^2)$. Hence $k_1-k_2=\Lambda h/S$, and

$$K_w=\frac S2(p_0+p_r)+\frac{\Lambda h}{2S}(p_0-p_r). \tag{7}$$

$K_r$ has the opposite sign before the second term. The coplanar $S$ thus fixes both strengths for any ring pressure, within this linear model. If $S^2<\Lambda h$, the wafer-edge singularity vanishes at

$$\frac{p_r}{p_0}=\frac{\Lambda h+S^2}{\Lambda h-S^2}, \tag{8}$$

and the ring-edge singularity vanishes at the reciprocal ratio. Outside this interval one coefficient is negative, which means tension. A pad that does not stick would then lift off, the contact edge would move, and (7) would no longer apply. If instead $S^2>\Lambda h$, neither singularity can be cancelled, and by (7) pressing the ring harder raises $K_w$.

## Worked example

Take final polishing of a 300 mm silicon wafer on a soft pad, with $E=2$ MPa, $\nu=0.2$, $h=2$ mm, $p_0=20$ kPa and $g=0.5$ mm. Then $E^*=2.083$ MPa, $M=2.222$ MPa, $\Lambda=0.9375$ and $d=18\ \mu$m. From (4),

$$K_f=20\sqrt{0.9375\times2}=27.4\ \mathrm{kPa\,mm^{1/2}},$$

and the numerical contact solution gives the same value. Equation (6) gives $20\sqrt{\pi\times0.5/2}=17.7$, while the numerical value is 17.3 kPa mm$^{1/2}$. The narrow-gap formula is thus 2% high relative to the numerical result, and the ring lowers the strength by 37%.

| $y$ (mm) | no ring (kPa) | coplanar ring (kPa) |
|---|---|---|
| 0.05 | 50.7 | 35.4 |
| 0.20 | 28.3 | 23.5 |
| 0.50 | 21.6 | 20.8 |
| 1.00 | 19.8 | 20.1 |

Without a ring the pressure is slightly below $p_0$ at 1 mm and still so at 2 mm. Preston's law takes the removal rate as proportional to pressure times sliding speed. With speed and Preston coefficient held fixed, pressure ratios are removal ratios. The mean pressure over the outer 2 mm is 23.7 kPa without the ring and 22.0 kPa with it, so for a smooth pad and a rigid wafer the excess removal there falls from 18% to 10% of the interior rate. Pad roughness and wafer bending, discussed below, both reduce these figures substantially. Bending alone removes about a third of each. Roughness alone gives 14% and 8% for the asperity length $s=3\ \mu$m defined below, and 9% and 6% for $s=10\ \mu$m.

The excess-load formula gives $0.25-\pi(0.25)^2/(2\times0.9375\times2)=0.198$ mm times $p_0$. The numerical value is 0.199 mm, against 0.359 mm without a ring.

Raising the ring to 24 kPa with the wafer held at 20 kPa lowers $K_w$ to 14.7 kPa mm$^{1/2}$. Equation (8) puts the zero at 46.7 kPa, with the ring 24 µm deeper than the wafer. This moves load to the ring edge and also lowers the wafer pressure near its own edge. Once the singularity is gone, the pressure must fall to zero at the edge, because a finite step there would by (1) give an infinite slope under the flat wafer. A scan starting 0.02 mm inside found a smallest value of 5.8 kPa; starting closer to the edge would give less. Cancelling the singularity is therefore not the same as making removal uniform.

## Use on a real polisher

The inputs are rough values for a soft finishing pad; hard polyurethane pads are much stiffer. One assumption that strongly changes the edge pressure is a smooth pad surface. Suppose the asperities obey $p=p_0e^{\delta/s}$, where $\delta$ is their extra compression. A pressure change of order $p_0$ over a length $y$ moves the bulk surface by about $p_0y/E^*$ and the asperities by about $s$. The spike is therefore blunted over a length below $E^*s/p_0$, which is 0.3 mm for $s=3\ \mu$m and grows with pad stiffness. The asperities stiffen under the higher pressure at the edge, so the blunted zone is several times narrower than this bound. Solving this law together with the elastic pad gives finite edge pressures. They are read at the centre of the outermost element, and the last row is rounded because the pressure still rises slightly from there to the edge:

| $s$ (µm) | no ring (kPa) | coplanar ring (kPa) |
|---|---|---|
| 10 | 38 | 30 |
| 3 | 80 | 49 |
| 1 | about 200 | about 100 |

The ring still lowers the edge value in all three cases, but $K$ alone does not determine the peak.

Other corrections for this example are as follows.

- **Friction.** Sliding perpendicular to the edge with coefficient $\mu$ adds a slope proportional to the local pressure. In the short-wave response, shear moves the surface vertically by $(1-2\nu)/[2(1-\nu)]$ times as much as equal pressure does. The right-hand integral in (2) must then equal $\pm\pi\mu(1-2\nu)/[2(1-\nu)]$. For $\mu=0.4$ the exponent $\alpha$ becomes 0.45 or 0.55, depending on the sliding direction.
- **Bevel.** The raised pad meets a 22° bevel where $v(y)=y\tan22^\circ$. Since the bevel pushes the pad back, this adds at most about 2.7 µm of contact without the ring and 1.1 µm with it.
- **Wafer bending.** Treat the pad as springs of stiffness $M/h$ and the silicon as a plate of bending stiffness $D$. The bending length is $(4Dh/M)^{1/4}=12.4$ mm. A force $F$ per unit length on the free edge of such a plate deflects it by $2Fh/M$ divided by this length. The excess edge load then bends the edge by about 6% of $d$ without the ring and 3% with it. The pressure near the edge drops by a similar fraction of $p_0$, which is a large part of the excess removal found above for a rigid wafer. Solving the plate and the elastic pad together, with uniform back pressure and a free edge, lowers the excess over the outer 2 mm from 18% to 12% without the ring and from 10% to about 7% with it, and lowers $K$ by 5 to 6%.
- **Curvature and strain.** The ratio of pad thickness to wafer radius is 1.3%, and the far pad strain is 0.9%.

Pad viscoelasticity, slurry pressure and layered pads are left out and not sized. The gap is also taken as uniform, whereas friction pushes a real wafer toward one side of the ring, so the gap varies around the edge. Ring height also matters: in this model an offset of 18 µm changes the ring pressure by the whole of $p_0$. A ring loaded to a set pressure is coplanar here only if its far pressure equals that of the wafer. The complete values are in the numerical output. Two of its lines need care. The smallest scanned pressure with a coplanar ring includes the far edge of the model strip, which has no ring. The "extra contact" at the bevel is the upper bound given above.

## Computed values

```
Pad: E = 2.00 MPa, nu = 0.20, h = 2.00 mm
Pressure p0 = 20.0 kPa, flat-to-flat gap g = 0.50 mm
Estar = 2.083 MPa, M = 2.222 MPa, Lambda = 0.9375
Far indentation depth = 18.00 um
K_free formula = 27.386 kPa mm^0.5
K_free numerical = 27.386 kPa mm^0.5
K_ring narrow-gap formula = 17.725 kPa mm^0.5
K_ring numerical = 17.326 kPa mm^0.5
K_ring/K_free numerical = 0.6327
Edge exponent from boundary elements = -0.4952
g/h, S/sqrt(h) numerical, narrow-gap formula, K_ring/K_free:
  0.05  0.2800  0.2802  0.2892
  0.10  0.3949  0.3963  0.4078
  0.25  0.6126  0.6267  0.6327
  0.50  0.8141  0.8862  0.8408
  1.00  0.9573  1.2533  0.9887
  2.00  0.9723  1.7725  1.0042
  4.00  0.9682  2.5066  1.0000
y (mm), p no ring (kPa), p ring (kPa), narrow-gap formula (kPa):
  0.05  50.74  35.37  36.18
  0.10  37.22  27.95  28.58
  0.20  28.25  23.53  24.05
  0.50  21.63  20.79  21.21
  1.00  19.78  20.10  20.41
  2.00  19.75  19.97  20.12
  4.00  19.99  20.00  20.03
Mean p in outer 2 mm, no ring = 23.68 kPa
Mean p in outer 2 mm, ring = 22.00 kPa
Excess load/p0: no ring 0.3588 mm, ring 0.1988 mm
Smallest scanned p with coplanar ring = 19.63 kPa
Ring pressure for zero wafer-edge K = 46.70 kPa
  ring deeper than wafer by 24.03 um
  smallest scanned wafer pressure there = 5.80 kPa
Ring pressure for zero ring-edge K = 8.57 kPa
K_wafer at ring pressure 24.0 kPa = 14.730 kPa mm^0.5
Asperity length (um), edge p no ring (kPa), edge p ring (kPa):
  10.0  37.98  30.08
  3.0  79.76  49.27
  1.0  196.74  98.56
Friction 0.40: exponents 0.4526 and 0.5474
Bevel angle 22 deg: extra contact, no ring 2.70 um, ring 1.08 um
Silicon: E = 160 GPa, nu = 0.25, thickness = 0.775 mm
Wafer bending length = 12.42 mm
Edge bending/indentation: no ring 0.058, ring 0.032
Wafer radius = 150 mm, h/radius = 0.0133
Far pad strain = 0.90 percent
```
